# Ward-Dutton terminal charges of a long monolayer transistor at pinch-off: a numerical check

```python
"""
Result under test: in a long, constant-mobility monolayer transistor at
pinch-off, the terminal charges are
    Q_source = -(2/5) W L C Vov,   Q_drain = -(4/15) W L C Vov,
a 60 to 40 split of the mobile channel charge.
W, L: channel width and length; Vov: gate voltage above threshold;
C: insulator capacitance in series with the density of states.
a = 1 - V_drain/Vov is the drain-end density over the source-end density.
Working units: nm, V, eV; capacitances are in electrons per V per nm^2.
Material parameters are rough typical values for SnO2 on an HfO2-like gate.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import (solve_ivp, quad, trapezoid,
                             cumulative_trapezoid)
from scipy.optimize import brentq

# ---------------- inputs ----------------
length, width, t_ins = 5000.0, 10000.0, 20.0       # nm
kappa, overdrive, mobility = 16.0, 2.0, 20.0       # -, V, cm2/Vs
mass_1, mass_2 = 0.23, 0.30                       # free-electron masses
ramp_rate = 1.0e6                                # V/s
mobility_power = 0.5
v_sat = 3.0e6                                    # cm/s, cautious
breakdown = 4.0                                  # MV/cm
barrier, tunnel_mass = 1.0, 0.2                   # eV, electron masses
contact_res = 5.0                                # kOhm um per contact
overlap = 100.0                                  # nm per contact
gap = 3.6                                        # eV

e = const.e
hbar2_m = const.hbar**2 / const.m_e / e * 1e18     # eV nm^2
kT = const.k * 300.0 / e                          # eV
c_ins = kappa * const.epsilon_0 / (t_ins * 1e-9) / e * 1e-18
dos = np.sqrt(mass_1 * mass_2) / (np.pi * hbar2_m)
c_eff = c_ins * dos / (c_ins + dos)
n0 = c_eff * overdrive                            # nm^-2

# ---------------- density of states and sheet charge ----------------
box, energy = 300.0, 1.0
k = 2 * np.pi * np.arange(-200, 201) / box
kx, ky = np.meshgrid(k, k)
band = hbar2_m * (kx**2 / (2 * mass_1) + ky**2 / (2 * mass_2))
counted = 2 * np.count_nonzero(band < energy) / box**2 / energy
assert abs(counted / dos - 1) < 0.01               # finite-box counting noise


def bias_for_density(n, thermal):
    """Threshold-referred gate voltage minus quasi-Fermi potential."""
    z = n / (dos * thermal)
    return n / c_ins + thermal * (z + np.log(-np.expm1(-z)))


def density(bias, thermal):
    return brentq(lambda n: bias_for_density(n, thermal) - bias,
                  1e-14, 1.0, xtol=1e-15)


def bias_slope(n, thermal):
    return 1 / c_ins + 1 / (dos * -np.expm1(-n / (dos * thermal)))


for bias in (0.0, 0.3, 2.0):
    n_try = density(bias, kT)
    fermi_level = bias - n_try / c_ins             # above the band edge
    integral = quad(lambda en: dos / (1 + np.exp((en - fermi_level) / kT)),
                    0, max(fermi_level, 0) + 35 * kT, epsabs=1e-12)[0]
    assert abs(integral / n_try - 1) < 1e-6
    h = 1e-4 * n_try
    fd = (bias_for_density(n_try + h, kT)
          - bias_for_density(n_try - h, kT)) / (2 * h)
    assert abs(fd / bias_slope(n_try, kT) - 1) < 1e-5
cold = 1e-4
cold_cap = (density(2.0, cold) - density(1.0, cold)) / 1.0
assert abs(cold_cap / c_eff - 1) < 1e-5

# ---------------- steady transport at several drain voltages ----------------
ode_results = []
for a in (0.99, 0.5, 0.01):
    drive = (1 - a**2) / 2                         # current over mu W C Vov^2/L

    def rhs(x, y):
        n_rel = 1 - y[0]
        return [drive / n_rel, n_rel, x * n_rel]

    sol = solve_ivp(rhs, (0, 1), [0, 0, 0], method="DOP853",
                    rtol=1e-11, atol=1e-13, dense_output=True)
    v_end, total, drain = sol.y[:, -1]
    source = total - drain
    assert abs(v_end - (1 - a)) < 1e-5
    xs = np.linspace(0, 0.95, 20)
    assert np.allclose(1 - sol.sol(xs)[0],
                       np.sqrt(1 - (1 - a**2) * xs), atol=1e-5)
    den = 15 * (1 + a)**2
    assert abs(drain - (4 + 8*a + 12*a**2 + 6*a**3) / den) < 1e-6
    assert abs(source - (6 + 12*a + 8*a**2 + 4*a**3) / den) < 1e-6
    ode_results.append((1 - a, drain / total))
# A nonzero slope at pinch-off would shift these by about 0.01.
assert abs(drain - 4 / 15) < 1e-4 and abs(source - 2 / 5) < 1e-4
assert abs(drain / total - 0.4) < 1e-4

# ---------------- transient test of the terminal charges ----------------
# Scaled continuity: dn/dt = d2(n^2/2)/dx2, n(0)=gate drive, n(1)=0.
tau = (length * 1e-7)**2 / (mobility * overdrive)   # s
ramp = ramp_rate * tau / overdrive
cells, duration = 300, 5.0
dx = 1 / cells
nodes = np.linspace(0, 1, cells + 1)


def end_currents(rate):
    """Drain and source currents when the scaled gate drive reaches one."""
    start = 1 - rate * duration

    def evolve(t, inner):
        n = np.concatenate(([start + rate * t], inner, [0.0]))
        return np.diff(n**2, 2) / (2 * dx**2)

    first = start * np.sqrt(1 - nodes[1:-1])
    run = solve_ivp(evolve, (0, duration), first, method="LSODA",
                    lband=1, uband=1, rtol=1e-9, atol=1e-11)
    assert run.success
    inner = run.y[:, -1]
    i_drain = inner[-1]**2 / (2 * dx)
    i_source = -((1 - inner[0]**2) / (2 * dx) + rate * dx / 2)
    return np.array([i_drain, i_source])


up, down = end_currents(ramp), end_currents(-ramp)
charge_slope = (up - down) / (2 * ramp)
# The square-root drain end limits the mesh accuracy.
assert abs(charge_slope[0] + 4 / 15) < 5e-4
assert abs(charge_slope[1] + 2 / 5) < 5e-4
ramp_error = abs((up[0] + down[0]) / 2 - 0.5) / (ramp * 4 / 15)
assert ramp_error < 0.02


# ---------------- thermal and mobility corrections ----------------
def steady_charge(n_source, n_drain, slope, mob=lambda n: 1.0):
    """Mean density and drain share from numerical current integration."""
    n = np.linspace(n_source, n_drain, 40001)
    x = -cumulative_trapezoid(mob(n) * n * slope(n), n, initial=0)
    x /= x[-1]
    mean = trapezoid(n, x)
    return mean, trapezoid(n * x, x) / mean


def thermal_case(thermal, deep=False, bias=overdrive):
    n_s = density(bias, thermal)
    n_d = 1e-12 * n_s if deep else density(0.0, thermal)
    return steady_charge(n_s, n_d, lambda n: bias_slope(n, thermal))


assert abs(thermal_case(cold)[1] - 0.4) < 1e-3
assert abs(thermal_case(kT, True, -0.4)[1] - 1 / 3) < 1e-3
mean_300, share_300 = thermal_case(kT)
share_300_deep = thermal_case(kT, True)[1]
share_400 = thermal_case(kT * 4 / 3)[1]
share_400_deep = thermal_case(kT * 4 / 3, True)[1]
share_mob = steady_charge(n0, 1e-12 * n0, lambda n: 1 / c_eff,
                          lambda n: n**mobility_power)[1]
assert abs(share_mob - (2 + mobility_power)
           / (5 + 2 * mobility_power)) < 1e-5

# ---------------- gradual-channel failure near the drain ----------------
# Solve Laplace's equation in the insulator for one lateral wave.
kt = 0.3
wave = solve_ivp(lambda z, y: [y[1], kt**2 * y[0]], (0, 1), [0, 1],
                 rtol=1e-10, atol=1e-12).y[:, -1]
assert abs(wave[1] / wave[0] - (1 + kt**2 / 3)) < 3e-4
y_gca = t_ins / np.sqrt(12 * 0.1)                  # correction reaches 10 %
h = 0.01 * y_gca
drop = lambda y: overdrive * np.sqrt(y / length)
curvature = (drop(y_gca + h) - 2 * drop(y_gca) + drop(y_gca - h)) / h**2
assert abs(t_ins**2 / 3 * abs(curvature) / drop(y_gca) - 0.1) < 1e-3
gca_charge = quad(lambda y: np.sqrt(y / length), 0, y_gca)[0] \
    / quad(lambda y: np.sqrt(y / length), 0, length)[0]
lateral_field = (drop(y_gca + h) - drop(y_gca - h)) / (2 * h) * 10
y_vsat = length * (mobility * overdrive
                   / (2 * length * 1e-7 * v_sat))**2

# ---------------- worked charges and neglected effects ----------------
area = width * length
q_unit = area * n0 * e * 1e15                      # fC
q_drain, q_source = -4 / 15 * q_unit, -2 / 5 * q_unit
current = mobility * 1e14 * width / length * e * c_eff * overdrive**2 / 2
transit = 2 / 3 * q_unit * 1e-15 / current
drain_charging = q_drain * 1e-15 / overdrive * ramp_rate
source_charging = q_source * 1e-15 / overdrive * ramp_rate
ins_field = n0 / c_ins / t_ins                    # V/nm
z_end = min(t_ins, barrier / ins_field)
action = 2 * quad(lambda z: np.sqrt(2 * tunnel_mass * max(
    barrier - ins_field * z, 0) / hbar2_m), 0, z_end)[0]
attempt = e / const.h                             # 1 eV divided by h, in 1/s
leakage = area * n0 * e * attempt * np.exp(-action)
contact_drop = current / (width * 1e-3) * contact_res * 1e3
iso_dos = mass_2 / (np.pi * hbar2_m)
iso_cap = c_ins * iso_dos / (c_ins + iso_dos)
cap_unit = e * 1e14 * 1e6                         # to uF/cm2
assert ins_field * 10 < breakdown and leakage < 1e-3 * current
assert overdrive < gap

# ---------------- output ----------------
print(f"Channel length, width: {length:.0f}, {width:.0f} nm")
print(f"Insulator: {t_ins:.0f} nm, relative permittivity {kappa:.0f}")
print(f"Overdrive and drain voltage: {overdrive:.1f} V")
print(f"Mobility: {mobility:.0f} cm2/Vs")
print(f"Rough masses: {mass_1:.2f}, {mass_2:.2f} electron masses")
print(f"Insulator capacitance: {c_ins*cap_unit:.4f} uF/cm2")
print(f"Density-of-states capacitance: {dos*cap_unit:.2f} uF/cm2")
print(f"Series capacitance: {c_eff*cap_unit:.4f} uF/cm2")
print(f"Source-end density: {n0*1e14:.3e} cm^-2")
print(f"Source charge: {q_source:.1f} fC")
print(f"Drain charge: {q_drain:.1f} fC")
print(f"Total channel charge: {q_source+q_drain:.1f} fC")
print(f"Source charge / area: {-0.4*n0/100:.3e} e/angstrom^2")
print(f"Drain charge / area: {-4/15*n0/100:.3e} e/angstrom^2")
print(f"Source share: {100*q_source/(q_source+q_drain):.1f} %")
print(f"Drain share: {100*q_drain/(q_source+q_drain):.1f} %")
for vd, share in ode_results:
    print(f"Drain share at VD/Vov={vd:.2f}: {100*share:.3f} %")
print(f"Steady drain current: {current*1e6:.2f} uA")
print(f"Transit time: {transit*1e9:.2f} ns")
print(f"Gate ramp: {ramp_rate*1e-6:.1f} V/us")
print(f"Drain charging current: {drain_charging*1e9:.1f} nA")
print(f"Source charging current: {source_charging*1e9:.1f} nA")
print(f"Transient drain coefficient: {charge_slope[0]:.5f}")
print(f"Transient source coefficient: {charge_slope[1]:.5f}")
print(f"Ramp error in drain charging: {100*ramp_error:.3f} %")
print(f"Thermal energy at 300 K: {kT:.5f} eV")
print(f"Source Fermi energy (cold law): {n0/dos:.4f} eV")
print(f"300 K drain share, VD=Vov: {100*share_300:.2f} %")
print(f"300 K drain share, deep sat.: {100*share_300_deep:.2f} %")
print(f"400 K drain share, VD=Vov: {100*share_400:.2f} %")
print(f"400 K drain share, deep sat.: {100*share_400_deep:.2f} %")
print(f"300 K total-charge shift: {100*(mean_300/(2*n0/3)-1):.2f} %")
print(f"Isotropic-mass C shift: {100*(iso_cap/c_eff-1):.2f} %")
print(f"Mobility density power: {mobility_power:.1f}")
print(f"Drain share with that power: {100*share_mob:.2f} %")
print(f"10 % lateral correction at: {y_gca:.1f} nm from drain")
print(f"Charge inside that region: {100*gca_charge:.4f} %")
print(f"Lateral field there: {lateral_field:.4f} MV/cm")
print(f"Top fringe scale t/(kappa L): {100*t_ins/kappa/length:.3f} %")
print(f"Assumed saturation velocity: {v_sat:.1e} cm/s")
print(f"Velocity limit reached at: {y_vsat:.2f} nm from drain")
print(f"Insulator field: {ins_field*10:.3f} MV/cm")
print(f"Rough breakdown field: {breakdown:.1f} MV/cm")
print(f"Barrier, mass: {barrier:.1f} eV, {tunnel_mass:.1f} electron")
print(f"Tunnelling exponent: {action:.1f}")
print(f"Gate leakage estimate: {leakage:.1e} A")
print(f"Contact resistance: {contact_res:.1f} kOhm um")
print(f"Voltage drop per contact: {contact_drop*1e3:.1f} mV")
print(f"Gate overlap per contact: {overlap:.0f} nm")
ratio = c_ins * overlap / (4 / 15 * c_eff * length)
print(f"Overlap / drain capacitance: {100*ratio:.2f} %")
print(f"Rough channel band gap: {gap:.1f} eV")
print("all assertions hold")
```

Output:

```
Channel length, width: 5000, 10000 nm
Insulator: 20 nm, relative permittivity 16
Overdrive and drain voltage: 2.0 V
Mobility: 20 cm2/Vs
Rough masses: 0.23, 0.30 electron masses
Insulator capacitance: 0.7083 uF/cm2
Density-of-states capacitance: 17.58 uF/cm2
Series capacitance: 0.6809 uF/cm2
Source-end density: 8.500e+12 cm^-2
Source charge: -272.4 fC
Drain charge: -181.6 fC
Total channel charge: -453.9 fC
Source charge / area: -3.400e-04 e/angstrom^2
Drain charge / area: -2.267e-04 e/angstrom^2
Source share: 60.0 %
Drain share: 40.0 %
Drain share at VD/Vov=0.01: 49.916 %
Drain share at VD/Vov=0.50: 44.762 %
Drain share at VD/Vov=0.99: 40.004 %
Steady drain current: 54.47 uA
Transit time: 8.33 ns
Gate ramp: 1.0 V/us
Drain charging current: -90.8 nA
Source charging current: -136.2 nA
Transient drain coefficient: -0.26663
Transient source coefficient: -0.40000
Ramp error in drain charging: 0.057 %
Thermal energy at 300 K: 0.02585 eV
Source Fermi energy (cold law): 0.0775 eV
300 K drain share, VD=Vov: 39.89 %
300 K drain share, deep sat.: 39.82 %
400 K drain share, VD=Vov: 39.87 %
400 K drain share, deep sat.: 39.76 %
300 K total-charge shift: -0.34 %
Isotropic-mass C shift: 0.48 %
Mobility density power: 0.5
Drain share with that power: 41.67 %
10 % lateral correction at: 18.3 nm from drain
Charge inside that region: 0.0221 %
Lateral field there: 0.0331 MV/cm
Top fringe scale t/(kappa L): 0.025 %
Assumed saturation velocity: 3.0e+06 cm/s
Velocity limit reached at: 0.89 nm from drain
Insulator field: 0.961 MV/cm
Rough breakdown field: 4.0 MV/cm
Barrier, mass: 1.0 eV, 0.2 electron
Tunnelling exponent: 31.8
Gate leakage estimate: 2.6e-12 A
Contact resistance: 5.0 kOhm um
Voltage drop per contact: 27.2 mV
Gate overlap per contact: 100 nm
Overlap / drain capacitance: 7.80 %
Rough channel band gap: 3.6 eV
all assertions hold
```
